\section*{Adjoint sensitivity of a collinear four-probe measurement and its negative regions}

\section{A damaged spot that lowers the reading}

Four point contacts in a row stand on a thin metal film. A current $I$ enters at one outer probe and leaves at the other, and a voltmeter joins the inner two. On a uniform sheet the ratio of voltage to current gives the sheet resistance. A film need not be uniform: a spot may be thinner or rougher than its surroundings. How does such a spot change the reading? One might expect added resistance to raise it everywhere. In some places it lowers it, and the film then looks better than it is.

Number the probes 1 to 4 along the row. Let $\mathbf J$ be the sheet current density (current per width), $\varphi$ the potential and $R_s(\mathbf r)$ the sheet resistance. We assume a local, isotropic Ohm's law, a steady state, point probes, and a film so thin that the current flows in its plane:
\begin{equation}
\mathbf E=-\nabla\varphi=R_s\mathbf J,\qquad
\nabla\cdot\mathbf J=I[\delta(\mathbf r-\mathbf r_1)-\delta(\mathbf r-\mathbf r_4)].
\label{eq:forward}
\end{equation}
No current crosses the film's edge, so $\mathbf n\cdot\mathbf J=0$ there. The measured quantity is $R=V/I$ with $V=\varphi(\mathbf r_2)-\varphi(\mathbf r_3)$. These equations keep their form in atomic units, in which resistance is counted in $\hbar/e^2$.

\section{The adjoint formula}

Introduce a second, imagined experiment on the same film: the current $I$ enters at probe 2 and leaves at probe 3. Its fields carry a tilde:
\begin{equation}
\tilde{\mathbf E}=-\nabla\tilde\varphi=R_s\tilde{\mathbf J},\qquad
\nabla\cdot\tilde{\mathbf J}=I[\delta(\mathbf r-\mathbf r_2)-\delta(\mathbf r-\mathbf r_3)].
\label{eq:adjoint}
\end{equation}
This is the adjoint problem: its source is placed where the first experiment is read.

Let $\mathbf K$ be any current field that enters at $p$, leaves at $q$ and does not cross the edge, and let $\phi$ be a potential that is finite at $p$ and $q$. Since $\nabla\cdot(\phi\mathbf K)=\nabla\phi\cdot\mathbf K+\phi\nabla\cdot\mathbf K$,
\begin{equation}
\int(-\nabla\phi)\cdot\mathbf K\,dA
=-\oint\phi\,\mathbf K\cdot\mathbf n\,dl+\int\phi\,\nabla\cdot\mathbf K\,dA
=I[\phi(p)-\phi(q)].
\label{eq:lemma}
\end{equation}
The edge integral vanishes. On an infinite sheet it is taken over a large circle of radius $r$, where $\phi\sim1/r$ and $K\sim1/r^2$ because no net current is injected, and it again tends to zero. If $\phi$ has a logarithmic singularity at some other probe, a small circle of radius $\epsilon$ around it contributes a term at most of order $\epsilon|\ln\epsilon|$, which also vanishes.

Apply (\ref{eq:lemma}) to the two experiments in both orders:
\begin{equation}
\int\mathbf E\cdot\tilde{\mathbf J}\,dA=IV,\qquad
\int\tilde{\mathbf E}\cdot\mathbf J\,dA=I[\tilde\varphi(\mathbf r_1)-\tilde\varphi(\mathbf r_4)].
\label{eq:both}
\end{equation}
Both integrands equal $R_s\mathbf J\cdot\tilde{\mathbf J}$, so the right sides are equal. This is reciprocity:
\begin{equation}
\tilde\varphi(\mathbf r_1)-\tilde\varphi(\mathbf r_4)=V,\qquad
R=\frac1{I^2}\int R_s\,\mathbf J\cdot\tilde{\mathbf J}\,dA.
\label{eq:recip}
\end{equation}
A magnetic field would spoil this step. It adds a Hall field $R_H\hat{\mathbf z}\times\mathbf J$, and then $\tilde{\mathbf E}\cdot\mathbf J-\mathbf E\cdot\tilde{\mathbf J}=2R_H(\hat{\mathbf z}\times\tilde{\mathbf J})\cdot\mathbf J$, which is not zero in general.

Now change the sheet resistance to $R_s'=R_s+\delta R_s$, with $\delta R_s=0$ near the probes, and keep $I$ fixed. The first experiment acquires new fields $\mathbf J'$ and $\mathbf E'=R_s'\mathbf J'$ with the same sources. The adjoint fields are kept as they were in the unperturbed film. Two uses of (\ref{eq:lemma}) give
\begin{align}
\int R_s'\,\mathbf J'\cdot\tilde{\mathbf J}\,dA&=\int\mathbf E'\cdot\tilde{\mathbf J}\,dA=IV',\label{eq:pert1}\\
\int R_s\,\tilde{\mathbf J}\cdot\mathbf J'\,dA&=\int\tilde{\mathbf E}\cdot\mathbf J'\,dA
=I[\tilde\varphi(\mathbf r_1)-\tilde\varphi(\mathbf r_4)]=IV,\label{eq:pert2}
\end{align}
where the last equality is (\ref{eq:recip}). Subtract and divide by $I^2$:
\begin{equation}
R'-R=\frac1{I^2}\int\delta R_s\,\mathbf J'\cdot\tilde{\mathbf J}\,dA .
\label{eq:exact}
\end{equation}
This identity holds for a change of any size. Replacing $\mathbf J'$ by $\mathbf J$ gives the sensitivity formula
\begin{equation}
\delta R=\int S(\mathbf r)\,\delta R_s(\mathbf r)\,dA,\qquad
S=\frac{\mathbf J\cdot\tilde{\mathbf J}}{I^2}.
\label{eq:sens}
\end{equation}

The error is of second order. To see this, put $\mathbf u=\mathbf J'-\mathbf J$. This field has no sources and does not cross the edge. The field $\mathbf E'-\mathbf E=R_s'\mathbf u+\delta R_s\mathbf J$ is a gradient, so its product with $\mathbf u$ integrates to zero:
\begin{equation}
\int R_s'u^2\,dA=-\int\delta R_s\,\mathbf u\cdot\mathbf J\,dA .
\end{equation}
The Cauchy--Schwarz inequality applied to the right side gives
\begin{equation}
\int R_s'u^2\,dA\le\int\frac{(\delta R_s)^2}{R_s'}J^2\,dA .
\end{equation}
Hence $\mathbf u$ is of first order in $\delta R_s$, and the omitted term $I^{-2}\int\delta R_s\,\mathbf u\cdot\tilde{\mathbf J}\,dA$ is of second order. A discrete test agrees: in a network of $31\times31$ nodes with random resistances, halving the change of a patch from 0.4\% to 0.2\% divided the error of the first-order formula by 3.998.

Formula (\ref{eq:sens}) shows where a negative sign can come from. If the same two probes carried the current and read the voltage, $\tilde{\mathbf J}$ would equal $\mathbf J$ and $S$ could not be negative. With separate pairs, $S$ is negative wherever the two currents meet at an obtuse angle. Exchanging the current pair with the voltage pair exchanges $\mathbf J$ and $\tilde{\mathbf J}$ and leaves $S$ unchanged.

\section{The collinear array}

Take an infinite, uniform sheet with probes 1 to 4 at $x=-a,-b,b,a$, where $a>b>0$. Equal pitch $s$ means $a=3s/2$ and $b=s/2$. Write $z=x+iy$. A current $I$ injected at $z_0$ spreads evenly over circles, so $J=I/(2\pi|z-z_0|)$ radially outward, which is
\begin{equation}
J_x-iJ_y=\frac{I}{2\pi}\frac{(z-z_0)^*}{|z-z_0|^2}=\frac{I}{2\pi(z-z_0)} .
\end{equation}
Adding source and sink gives
\begin{align}
J_x-iJ_y&=\frac I{2\pi}\left[\frac1{z+a}-\frac1{z-a}\right]=-\frac{Ia}{\pi}\frac1{z^2-a^2},\label{eq:F}\\
\tilde J_x-i\tilde J_y&=-\frac{Ib}{\pi}\frac1{z^2-b^2}.\label{eq:Ft}
\end{align}
The scalar product of two plane vectors is the real part of one complex number times the conjugate of the other. With $w=z^2$,
\begin{equation}
S=\frac{ab}{\pi^2}\,\mathrm{Re}\,\frac1{(w-a^2)(w-b^2)^*}
=\frac{ab}{\pi^2}\,\frac{\mathrm{Re}[(w-a^2)^*(w-b^2)]}{|w-a^2|^2\,|w-b^2|^2}.
\label{eq:Sw}
\end{equation}
The sign is that of the numerator. Define
\begin{equation}
c^2=\frac{a^2+b^2}2,\qquad d^2=\frac{a^2-b^2}2,\qquad c^4-d^4=a^2b^2 .
\label{eq:cd}
\end{equation}
Expanding and completing the square,
\begin{align}
\mathrm{Re}[(w-a^2)^*(w-b^2)]&=|w|^2-(a^2+b^2)\,\mathrm{Re}\,w+a^2b^2\nonumber\\
&=|w-c^2|^2-c^4+a^2b^2=|w-c^2|^2-d^4 .
\end{align}
Therefore
\begin{equation}
S<0\quad\Longleftrightarrow\quad |z^2-c^2|<d^2 .
\label{eq:oval}
\end{equation}

In the $w$ plane this is a disc whose diameter runs from $b^2$ to $a^2$. It lies to the right of $w=0$, so the square root maps it to two separate regions, one in $x>0$ and its mirror image in $x<0$. Their boundaries are Cassini ovals with foci $\pm c$. On the axis each covers $b<|x|<a$: the negative regions lie between each current probe and the neighbouring voltage probe, and their boundaries pass through both. For equal pitch, $c^2=1.25\,s^2$ and $d^2=s^2$.

The physical reason is visible on the axis between probes 3 and 4. The measuring current runs to the right, towards its sink at probe 4. The adjoint current runs to the left, back towards its sink at probe 3. In terms of potentials, a resistive spot obstructs the current and raises the potential on its upstream side. Probes 2 and 3 are both upstream, but probe 3 is nearer and is raised more, so $\varphi(\mathbf r_2)-\varphi(\mathbf r_3)$ falls.

\subsection{Size and strength}

Let $q=x^2+y^2$. On the boundary,
\begin{align}
d^4&=|z^2-c^2|^2=q^2-2c^2(x^2-y^2)+c^4\nonumber\\
&=(q-c^2)^2+4c^2y^2,
\label{eq:height}
\end{align}
because $x^2-y^2=q-2y^2$. The height is greatest when $q=c^2$:
\begin{equation}
y_{\max}=\frac{d^2}{2c},\qquad x^2=c^2-\frac{d^4}{4c^2}.
\end{equation}
For equal pitch, $y_{\max}=0.447\,s$ at $|x|=1.025\,s$.

For the area, use $dA_z=|dz/dw|^2dA_w=dA_w/(4|w|)$. With $w=\rho e^{i\theta}$, $dA_w/|w|=d\rho\,d\theta$, so the radial integral is the chord of the disc in direction $\theta$, of length $2\sqrt{d^4-c^4\sin^2\theta}$. With $k=d^2/c^2$ and the symmetry in $\theta$,
\begin{equation}
A=c^2\int_0^{\arcsin k}\sqrt{k^2-\sin^2\theta}\,d\theta
=c^2\int_0^{\pi/2}\frac{k^2\cos^2u}{\sqrt{1-k^2\sin^2u}}\,du ,
\end{equation}
where $\sin\theta=k\sin u$. Writing $k^2\cos^2u=(1-k^2\sin^2u)-(1-k^2)$ gives
\begin{equation}
A=c^2\left[E(k)-(1-k^2)K(k)\right],
\end{equation}
with $K$ and $E$ the complete elliptic integrals of modulus $k$. For equal pitch $k=0.8$ and $A=0.698\,s^2$ per oval.

On the axis (\ref{eq:Sw}) becomes
\begin{equation}
S(x,0)=\frac{ab}{\pi^2}\frac1{(x^2-c^2)^2-d^4}.
\label{eq:axis}
\end{equation}
Between the probes of a pair the weakest value is $-ab/(\pi^2d^4)=-0.0760/s^2$, at $|x|=c=1.118\,s$. Towards either probe $S$ tends to $-\infty$, a divergence that a real contact cuts off at its own radius. At the array centre $S=1/(\pi^2ab)=0.135/s^2$.

Two limits help in reading the map. When $a-b\ll a$, the factorization $z^2-c^2\approx2c(z-c)$ turns (\ref{eq:oval}) into $|z-c|<(a-b)/2$, the circle having the probe pair as its diameter. This is Thales' theorem: near the pair one current points to probe 4 and the other to probe 3, and the segment between them is seen at an obtuse angle from inside that circle. In the other limit, $b\to0$, we have $d^2\to c^2$, and the two ovals meet at the origin in a figure of eight.

\subsection{Where the reading comes from}

For a uniform sheet (\ref{eq:recip}) says $\int S\,dA=R/R_s$. Its distribution follows from averaging $S$ over circles $|z|=r$. Expand $1/(z^2-a^2)$ and $1/(z^2-b^2)$ in powers of $z$; the average of $z^m(z^*)^n$ vanishes unless $m=n$. For $r<b$ both series contain the powers $0,2,4,\dots$; for $r>a$ both contain $-2,-4,\dots$. For $b<r<a$ one has the first set and the other the second, and no powers match. Summing the geometric series,
\begin{equation}
\langle S\rangle_r=\frac{ab}{\pi^2}\times
\begin{cases}
(a^2b^2-r^4)^{-1}, & r<b,\\
0, & b<r<a,\\
(r^4-a^2b^2)^{-1}, & r>a.
\end{cases}
\label{eq:ring}
\end{equation}
With $q=r^2$ and $2\pi r\,dr=\pi\,dq$, the inner part is
\begin{equation}
\frac{ab}{\pi}\int_0^{b^2}\frac{dq}{a^2b^2-q^2}
=\frac1{2\pi}\ln\frac{ab+b^2}{ab-b^2}=\frac1{2\pi}\ln\frac{a+b}{a-b},
\end{equation}
and the outer part is
\begin{equation}
\frac{ab}{\pi}\int_{a^2}^{\infty}\frac{dq}{q^2-a^2b^2}
=\frac1{2\pi}\ln\frac{a^2+ab}{a^2-ab}=\frac1{2\pi}\ln\frac{a+b}{a-b}.
\end{equation}
Hence
\begin{equation}
\frac R{R_s}=\int S\,dA=\frac1\pi\ln\frac{a+b}{a-b}
=\frac{\ln2}{\pi}=0.2206\quad\text{(equal pitch)}.
\label{eq:sum}
\end{equation}
Half comes from inside the circle through the voltage probes and half from outside the circle through the current probes. The ring between them gives no net contribution, but it is not insensitive. The ovals lie in it, since $|z|^2=|w|$ runs from $b^2$ to $a^2$ in the disc. They contribute $-0.0897$ together, or $-0.41$ of the total, and the rest of the ring contributes the same amount with positive sign.

\section{A spot of finite contrast}

On an infinite, otherwise uniform sheet, a circular spot of radius $p$ with sheet resistance $R_s(1+\eta)$ can be treated without the first-order approximation, provided no probe lies in it. About its centre, with polar coordinates $\rho,\theta$, the unperturbed potential is a constant plus a sum of terms $\rho^nh_n(\theta)$, $n\ge1$. For each term try
\begin{equation}
\varphi_{\rm out}=\left(\rho^n+\kappa\frac{p^{2n}}{\rho^n}\right)h_n,\qquad
\varphi_{\rm in}=t\,\rho^nh_n .
\end{equation}
Continuity of the potential at $\rho=p$ requires $t=1+\kappa$. Continuity of the normal current requires $1-\kappa=t/(1+\eta)$. Eliminating $t$ gives $(1-\kappa)(1+\eta)=1+\kappa$, so
\begin{equation}
\kappa=\frac{\eta}{2+\eta},\qquad
\mathbf J'_{\rm in}=\frac{t}{1+\eta}\,\mathbf J=\frac{2}{2+\eta}\,\mathbf J .
\end{equation}
The factor does not depend on $n$, so it multiplies the whole current at every point of the spot. Inserting it in (\ref{eq:exact}),
\begin{equation}
\Delta R=\frac{2\eta}{2+\eta}\,R_s\int_{\rm spot}S\,dA .
\label{eq:disc}
\end{equation}
For small $\eta$ this is (\ref{eq:sens}). For a hole, $\eta\to\infty$, the prefactor tends to 2, whereas the first-order result diverges. For a perfectly conducting spot, $\eta\to-1$, it tends to $-2$: the two extremes shift the reading equally and oppositely. For a circular spot the sign of the integral still decides whether damage raises or lowers $R$. For a strong defect of another shape it need not. A narrow, nearly insulating strip mainly blocks the current component normal to it, so the product of the normal components of $\mathbf J$ and $\tilde{\mathbf J}$ matters, and this can be positive where $S<0$. A strip $0.22\,s$ long and $0.03\,s$ wide, parallel to the row and centred at $x=s$, $y=0.31\,s$, lies wholly inside an oval. It lowers $R$ at $\eta=0.5$ but raises it, by about $5\times10^{-4}R_s$, when it is nearly insulating.

\section{Example: a thin iridium film}

Take a 10 nm iridium film on oxidized silicon with an effective resistivity of $12\ \mu\Omega\,$cm, so that $R_s=(12\times10^{-8}\,\Omega\,\mathrm m)/(10^{-8}\,\mathrm m)=12\ \Omega$ per square. The pitch is $s=10\,000$ nm. From (\ref{eq:sum}), $R=12\times0.22064=2.648\ \Omega$. Each negative oval has a half-height of about 4500 nm.

Let a spot of radius 2000 nm, or $0.2\,s$, have its sheet resistance raised by half, $\eta=0.5$. Place it first at $x=s$, midway between probes 3 and 4. It fits inside the oval: with $z=s(1+\zeta)$ and $|\zeta|\le0.2$,
\begin{equation}
|z^2-c^2|=s^2|-0.25+2\zeta+\zeta^2|\le0.69\,s^2<d^2 .
\end{equation}
The integral of $S$ over the spot is $-0.00941$. The central value times the area, $-0.0811\times\pi\times0.04=-0.0102$, is about 8\% larger in magnitude, because $S$ varies over the spot. The first-order change is $12\times0.5\times(-0.00941)=-0.0565\ \Omega$. The factor $2/(2+\eta)=0.8$ reduces it to
\begin{equation}
\Delta R=-0.0452\ \Omega=-1.10\times10^{-5}\ \hbar/e^2,
\end{equation}
which is $-1.71\%$ of $R$. An operator who converts the reading with (\ref{eq:sum}) would report a sheet resistance 1.71\% below that of the undamaged film.

Move the same spot to the array centre, with all else fixed. The integral is now $+0.01699$, and $\Delta R=0.8\times12\times0.5\times0.01699=+0.0816\ \Omega$, or $+3.08\%$.

These inputs are rough, typical values for thin iridium and a micro four-point probe; the spot is a chosen, strong defect. The mean free path, roughly 7 nm, is comparable with the thickness, so surface scattering matters. By itself it would raise a bulk resistivity near 5.2 $\mu\Omega\,$cm only to about 6.9 $\mu\Omega\,$cm, even for fully diffuse surfaces; the rest of the assumed effective resistivity needs other causes, such as scattering at grain boundaries or a conducting layer thinner than the nominal film. Along the plane the path is only 0.0035 of the spot radius, which supports a local Ohm's law there. For a contact resistance of 20 $\Omega$ and 100 nm of oxide, the largest of the errors estimated here comes from the probe positions. Moving one inner probe outward by 50 nm changes $R$ by 0.54\%, about a third of the negative signal, and independent errors of this size along the row at all four probes combine to about 0.8\%, so a comparison before and after damage is cleaner if the probes are not lifted. A drift of 1 K, with a temperature coefficient of 0.003 per kelvin, a value on the high side for so resistive a film, gives 0.30\%. Self-heating at 0.1 mA is estimated at no more than 0.1\% for a contact resistance of 20 $\Omega$ and 100 nm of oxide, if all heat at a contact leaves through its footprint. A higher contact resistance or a thicker oxide raises this estimate: 100 $\Omega$ and 300 nm would give about 1\%. A straight film edge parallel to the array and 1\,000\,000 nm away adds 0.005\%, and contacts of radius 200 nm enter at order $(200/10\,000)^2=4\times10^{-4}$; treated as equipotential discs they lower $R$ by about 0.08\%. None of these estimates reaches the size of the $-1.71\%$ signal, though position error and drift together can blur it. The remaining values are in the numerical output.

\section*{Computed values}
\begin{verbatim}
MAP (lengths in pitch s, S in 1/s^2)
oval parameters c^2, d^2 = 1.2500, 1.0000 s^2
oval focus c = 1.1180 s
oval half-height = 0.4472 s at |x| = 1.0247 s
area of one oval = 0.6976 s^2
S at array centre = 0.1351 /s^2
weakest negative S on axis = -0.0760 /s^2
integral of S, whole sheet = 0.22064
  part r < s/2 = 0.11032
  part s/2 < r < 3s/2 = 0.00000 (magnitude)
  part r > 3s/2 = 0.11032
integral of S, both ovals = -0.08968
  quadrature shift per oval = 1.4e-16
both ovals / whole sheet = -0.4065
network remainder ratio on halving = 3.998
EXAMPLE (rough iridium film values)
pitch = 10000 nm, thickness = 10 nm
effective resistivity = 12.0 microohm cm
sheet resistance = 12.00 ohm per square
unperturbed R = 2.6476 ohm
oval half-height = 4472 nm = 44721 angstrom
spot radius = 2000 nm, eta = 0.50
finite-contrast factor 2/(2+eta) = 0.800
spot at x = s: S = -0.0811 /s^2
  integral of S over spot = -0.009411
  first-order change = -0.05646 ohm
  exact change = -0.04517 ohm = -1.100e-05 atomic units
  exact relative change = -1.706 %
spot at x = 0: S = 0.1351 /s^2
  integral of S over spot = 0.016993
  first-order change = 0.10196 ohm
  exact change = 0.08156 ohm = 1.985e-05 atomic units
  exact relative change = 3.081 %
NEGLECTED EFFECTS (relative to R unless named)
inner probe moved 50 nm outward: 0.542 %
drift 1 K at 0.003 /K: 0.300 %
current = 0.10 mA, contact = 20 ohm
oxide thickness = 100 nm
conductivity oxide, Si = 1.4, 150 W/(m K)
heat per contact = 0.296 microwatt
self-heating, upper estimate = 0.171 K
self-heating effect, upper estimate = 0.093 %
parallel edge at 1000000 nm: 0.0054 %
contact radius = 200 nm
contact size, order (radius/s)^2 = 4.0e-04
mean free path 7 nm / spot radius = 0.0035
thickness / spot radius = 0.0050
\end{verbatim}
